# Double-layer capacitance from constant-phase-element parameters and the prefactor error

**Question**

The impedance of a metal cathode in a plating bath has been fitted, from 0.1 Hz to 100 kHz, by an ohmic resistance \(r_s\) in series with a parallel pair: a charge-transfer resistance \(r_{ct}\) and a constant-phase element (CPE). With time dependence \(e^{i\omega t}\), the CPE has the admittance \(q(i\omega)^\alpha\), where \(0<\alpha<1\) and the principal branch is meant. All quantities refer to 1 cm² of electrode. The fit gave

\[
r_s=1.50\ \Omega\,\text{cm}^2,\quad r_{ct}=50.0\ \Omega\,\text{cm}^2,\quad q=80.0\ \mu\text{S\,s}^{\alpha}/\text{cm}^2,\quad \alpha=0.90 .
\]

These are round model values. Assume at first that the electrode consists of patches side by side, each with its own independent current path through the electrolyte. All patches share \(r_s\) and \(r_{ct}\) but differ in their capacitance per area \(c\).

**(a)** Find the admittance of one patch and that of the fitted circuit. By comparing them, define an effective capacitance \(c_B\) and express it through the fitted parameters.

**Answer.** One patch has the impedance \(r_s+r_{ct}/(1+i\omega r_{ct}c)\). Its admittance is

\[
y=\frac{1+i\omega r_{ct}c}{r_s+r_{ct}+i\omega r_s r_{ct}c}.
\]

Divide numerator and denominator by \(r_s+r_{ct}\), and define

\[
\frac1{r_p}=\frac1{r_s}+\frac1{r_{ct}},\qquad k=\frac{r_{ct}}{r_s+r_{ct}},\qquad \tau=r_pc .
\]

Since \(r_p=kr_s\), the term \(i\omega r_{ct}c/(r_s+r_{ct})=i\omega kc\) equals \(i\omega\tau/r_s\). Also \(1/(r_s+r_{ct})=(1-k)/r_s\). Hence

\[
y=\frac1{r_s}\,\frac{1-k+i\omega\tau}{1+i\omega\tau}
=\frac1{r_s}\left[1-\frac{k}{1+i\omega\tau}\right].
\]

The fitted circuit differs from a patch by the replacement \(i\omega c\to q(i\omega)^\alpha\). The same algebra therefore holds with \(i\omega\tau=r_p\,i\omega c\) replaced by \(r_pq(i\omega)^\alpha\):

\[
Y=\frac1{r_s}\left[1-\frac{k}{1+(i\omega\tau_0)^\alpha}\right],\qquad \tau_0=(q\,r_p)^{1/\alpha}.
\]

The circuit thus has a characteristic time \(\tau_0\), and a patch with this relaxation time has the capacitance \(\tau_0/r_p\). This defines the effective capacitance:

\[
c_B=\frac{\tau_0}{r_p}=q^{1/\alpha}r_p^{(1-\alpha)/\alpha}
=q^{1/\alpha}\left(\frac1{r_s}+\frac1{r_{ct}}\right)^{(\alpha-1)/\alpha}.
\]

This is the Brug formula. Its unit is \((\text{S\,s}^\alpha/\text{cm}^2)^{1/\alpha}(\Omega\,\text{cm}^2)^{1/\alpha-1}=\text{S\,s}/\text{cm}^2=\text{F}/\text{cm}^2\), as required. For \(\alpha\to1\) it gives \(c_B=q\). For a blocking electrode, \(r_{ct}\to\infty\), it gives \(c_B=q^{1/\alpha}r_s^{(1-\alpha)/\alpha}\).

The time \(\tau_0\) can also be read from the spectrum. Put \(x=(\omega\tau_0)^\alpha\) and \(\theta=\pi\alpha/2\), so that \((i\omega\tau_0)^\alpha=xe^{i\theta}\). Then

\[
\operatorname{Im}Y=-\frac{k}{r_s}\operatorname{Im}\frac1{1+xe^{i\theta}}
=\frac{k}{r_s}\,\frac{\sin\theta}{x+1/x+2\cos\theta}.
\]

The sum \(x+1/x\) is smallest at \(x=1\), so \(\operatorname{Im}Y\) peaks at \(\omega_0=1/\tau_0\), and \(c_B=1/(\omega_0r_p)\).

**(b)** Find the distribution of patch capacitances that reproduces the CPE circuit. Which average of the patch capacitances is \(c_B\), and what is their arithmetic mean?

**Answer.** Write \(c=c_Be^s\), so that \(\tau=\tau_0e^s\), and let \(G(s)\,ds\) be the fraction of the area with \(s\) in \(ds\). Independent current paths in parallel add their admittances, weighted by area. With \(p=i\omega\tau_0\), equality of \(\int G\,y\,ds\) and \(Y\) requires

\[
\frac1{1+p^\alpha}=\int_{-\infty}^{\infty}\frac{G(s)\,ds}{1+pe^s}.
\]

Both sides can be continued from the imaginary axis to the whole \(p\) plane cut along the negative real axis. The left side has no pole there, because \(p^\alpha=-1\) would need \(|\arg p|=\pi/\alpha>\pi\).

Approach the cut from below, at \(p=e^{-u}e^{-i\pi}\). On the right the denominator becomes \(1-e^{s-u}-i0\). Since \(1/(x-i0)\) has the imaginary part \(\pi\delta(x)\), and \(|dx/ds|=1\) at the zero \(s=u\), the imaginary part of the right side is \(\pi G(u)\). On the left it is

\[
\operatorname{Im}\frac1{1+e^{-\alpha u}e^{-i\pi\alpha}}
=\frac{e^{-\alpha u}\sin\pi\alpha}{1+2e^{-\alpha u}\cos\pi\alpha+e^{-2\alpha u}}
=\frac{\sin\pi\alpha}{2(\cosh\alpha u+\cos\pi\alpha)} .
\]

Therefore

\[
G(s)=\frac{\sin\pi\alpha}{2\pi\,(\cosh\alpha s+\cos\pi\alpha)} .
\]

This \(G\) is also sufficient. With it, the two sides have the same jump across the cut, so their difference is analytic there too. The difference is bounded near \(p=0\) and vanishes at infinity, hence it is zero everywhere.

The density is positive, because \(\sin\pi\alpha>0\) and \(\cosh\alpha s\ge1>-\cos\pi\alpha\). Setting \(p=0\) in the matching condition gives \(\int G\,ds=1\). Finally, \(G\) is even in \(s\), which has two consequences:

- half of the area has \(c<c_B\), so \(c_B\) is the median;
- the mean of \(s=\ln(c/c_B)\) is zero, so \(c_B\) is the geometric mean.

The arithmetic mean, which is the total capacitance per area, behaves differently. For large \(s\), \(G\simeq(\sin\pi\alpha/\pi)e^{-\alpha s}\). The contribution to \(\bar c/c_B=\int Ge^s\,ds\) then grows with the upper cutoff \(L\) as

\[
\frac{\sin\pi\alpha}{\pi}\int^{L}e^{(1-\alpha)s}ds\simeq\frac{\sin\pi\alpha}{\pi(1-\alpha)}\,e^{(1-\alpha)L},
\]

which diverges. A CPE that extends to zero frequency has no finite total capacitance. The same is seen in its apparent capacitance \(\operatorname{Im}[q(i\omega)^\alpha]/\omega=q\,\omega^{\alpha-1}\sin(\pi\alpha/2)\), which rises without bound as \(\omega\to0\).

A real electrode has a finite spread, so its mean is finite, but it depends on where the spread ends. For \(\alpha=0.90\), a cut at a factor of 10 on each side of the median keeps 96.9 % of the area and gives a mean of 1.24 times the median. Cuts at factors of 100 and 1000 give 1.56 and 1.96. A few per cent of the area thus decide the mean, while the median stays put.

**(c)** Evaluate \(c_B\) for the fitted values. How much does the finite \(r_{ct}\) matter?

**Answer.** The parallel resistance is

\[
r_p=\frac{1.50\times50.0}{1.50+50.0}\ \Omega\,\text{cm}^2=1.4563\ \Omega\,\text{cm}^2 .
\]

With \(q\,r_p=80.0\times10^{-6}\times1.4563=1.165\times10^{-4}\ \text{s}^{\alpha}\),

\[
\tau_0=(1.165\times10^{-4})^{1/0.90}\ \text{s}=42.6\ \mu\text{s},\qquad
c_B=\frac{42.59\ \mu\text{s}}{1.4563\ \Omega\,\text{cm}^2}=29.2\ \mu\text{F}/\text{cm}^2 .
\]

The characteristic frequency \(1/(2\pi\tau_0)\) is 3.7 kHz, well inside the measured window. This matters, because \(c_B\) describes the response near that frequency.

The blocking formula, with \(r_s\) in place of \(r_p\), gives 29.3 µF/cm². The difference is small because \(r_{ct}\gg r_s\) makes \(r_p\) nearly equal to \(r_s\), and because \(r_p\) enters with the small power \((1-\alpha)/\alpha=0.11\).

**(d)** Someone reports the capacitance as 80 µF/cm² by reading the number \(q\) as farads. Derive the relative error with respect to \(c_B\), and evaluate it. What happens if the fit is made with milliseconds as the time unit? How does the error depend on \(\alpha\)?

**Answer.** From (a), \(q=\tau_0^\alpha/r_p\) and \(c_B=\tau_0/r_p\), so \(q/c_B=\tau_0^{\alpha-1}\). This ratio has a unit, \(\text{s}^{\alpha-1}\), which shows that \(q\) is not a capacitance. Reading it as one means dropping that unit. If times are measured in the unit \(t_u\), the relative error is

\[
\varepsilon=\left(\frac{\tau_0}{t_u}\right)^{-(1-\alpha)}-1 .
\]

For \(t_u=1\) s this is

\[
\varepsilon=(42.59\times10^{-6})^{-0.10}-1=2.736-1=+174\ \% .
\]

The prefactor overestimates \(c_B\) whenever \(\tau_0<t_u\) and underestimates it when \(\tau_0>t_u\). The reason is that the number \(q\) is the magnitude of the CPE admittance at \(\omega=1/t_u\), here 1 rad/s, divided by that frequency. The relevant frequency is \(1/\tau_0\), and between the two the apparent capacitance falls as \(\omega^{\alpha-1}\).

Now let \(\omega'\) be the frequency in rad/ms, so that \(\omega=1000\,\omega'\) in rad/s. Then \(q\,\omega^\alpha=(1000^\alpha q)\,\omega'^\alpha\), and the new prefactor is \(1000^\alpha q\) in \(\text{S\,ms}^\alpha/\text{cm}^2\). Misread as S ms/cm², and with 1 S ms = \(10^{-3}\) F, it gives

\[
1000^{\alpha-1}q=1000^{-0.10}\times80.0=40.1\ \mu\text{F}/\text{cm}^2,
\]

an error of +37 %. The same data have produced two "capacitances" that differ by a factor of two. The Brug formula gives 29.2 µF/cm² from either fit, since its units combine to those of a capacitance.

With \(\tau_0\) and \(r_p\), and hence \(c_B\), held fixed, and with the second as unit, the error varies with the exponent as follows.

| \(\alpha\) | error relative to \(c_B\) |
|---|---|
| 0.98 | +22 % |
| 0.95 | +65 % |
| 0.90 | +174 % |
| 0.85 | +352 % |
| 0.80 | +648 % |

For small \(1-\alpha\), expansion of the exponential gives \(\varepsilon\simeq(1-\alpha)\ln(t_u/\tau_0)\). Here the logarithm is about 10, so each 0.01 by which \(\alpha\) falls short of 1 costs about 10 %. This holds while \((1-\alpha)\ln(t_u/\tau_0)\ll1\); at \(\alpha=0.98\) it gives 20 % instead of 22 %. An exponent close to 1 is therefore not enough to justify using \(q\) directly: the logarithm of the time ratio counts as well.

**(e)** Suppose instead that the spread of time constants lies through the thickness of a surface film. Which capacitance follows from the same fit?

**Answer.** Slices of a film carry the same current one after another, so impedances add. A slice of resistance \(r_j\) and capacitance \(c_j\) in parallel contributes \(r_j/(1+i\omega r_jc_j)\). The fitted circuit, without \(r_s\), is

\[
\frac{r_{ct}}{1+q\,r_{ct}(i\omega)^\alpha}=\frac{r_{ct}}{1+(i\omega\tau_f)^\alpha},\qquad \tau_f=(q\,r_{ct})^{1/\alpha}.
\]

The matching condition of (b) applies again, with \(\tau_f\) for \(\tau_0\) and with \(G\) now the fraction of the film's resistance. The median time is \(\tau_f\), and the capacitance that gives this time together with the whole resistance \(r_{ct}\) is

\[
c_{film}=\frac{\tau_f}{r_{ct}}=q^{1/\alpha}r_{ct}^{(1-\alpha)/\alpha}=43.3\ \mu\text{F}/\text{cm}^2 .
\]

This value belongs to the median time. It is not the series capacitance of the slices, \(1/\sum_j(1/c_j)\), which equals \(1/(r_{ct}\langle1/\tau\rangle)\), with the average weighted by resistance. Since \(G\) is even, that capacitance is \(c_{film}\) divided by the mean-to-median ratio of (b): 35 µF/cm² for a cut at a factor of 10, and zero for the uncut distribution.

The value \(c_{film}\) exceeds \(c_B\) by the factor \((r_{ct}/r_p)^{(1-\alpha)/\alpha}=1.48\). Relative to \(c_{film}\), the raw prefactor is too large by \(80.0/43.3-1=85\ \%\).

Both pictures reproduce the same impedance at every frequency, so the spectrum cannot decide between them. The choice needs other knowledge, such as whether a resistive film is present. The size of the capacitance is one such clue: a dielectric film of thickness \(d\) has the capacitance \(\epsilon_r\epsilon_0/d\), so 35 µF/cm² means \(d\approx0.25\) nm for \(\epsilon_r=10\), about one atomic layer, and 2 nm for \(\epsilon_r=80\). For the present values the film picture is therefore plausible only for a very thin film of high permittivity. The Brug formula belongs to the side-by-side picture.

**(f)** Test the two readings on an electrode whose total capacitance is known. Take the distribution of (b) with the median 29.24 µF/cm², cut it at a factor of 10 on each side, and renormalize it. The noise-free impedance at 61 logarithmically spaced frequencies from 0.1 Hz to 100 kHz is fitted by the CPE circuit, with residuals taken relative to \(|Z|\). The fit gives \(r_s=1.520\ \Omega\,\text{cm}^2\), \(r_{ct}=50.5\ \Omega\,\text{cm}^2\), \(q=51.1\ \mu\text{S\,s}^\alpha/\text{cm}^2\) and \(\alpha=0.948\). Discuss the result.

**Answer.** The true mean is 36.1 µF/cm². The fitted parameters give the following values:

- the Brug formula gives 30.4 µF/cm², which is 16 % below the true mean;
- the prefactor, read in seconds, gives 51.1 µF/cm², which is 41 % above it.

With these relative residuals, the Brug value lies within 4 % of the median, as its meaning in (b) suggests. Its shortfall against the total is then mainly the difference between median and mean. The agreement depends on the weighting: residuals weighted equally at all frequencies stress the low-frequency part, and bring the Brug value closer to the mean. For a finite spread of this kind the geometric mean cannot exceed the arithmetic mean, so the median here is a low estimate of the total.

The fitted exponent is 0.948 and not 0.90, because the cut has removed the outer parts of the distribution; the uncut one would return 0.90. The rms relative misfit is 2.2 %. The cut electrode is thus not a true CPE, and data with noise well below that level would show it.

The prefactor read in milliseconds would give \(1000^{\alpha-1}q\approx36\) µF/cm², close to the true mean. This is an accident of the example and does not rehabilitate the prefactor. For \(\omega\tau\ll1\) the patch admittance of (a) becomes \(y\simeq[1-k+ik\omega\tau]/r_s\), which is linear in \(c\), so the capacitances add: towards low frequency the capacitance of the cut electrode levels off at its mean. The apparent capacitance of the fitted CPE instead keeps rising as \(\omega^{\alpha-1}\). It happens to pass the true mean near \(10^3\) rad/s, the frequency to which the millisecond reading refers, and at 1 rad/s it is already 41 % too high.

**(g)** How far can these results be carried over to a real plating cathode? Take as rough bath values a two-electron metal ion at \(C=0.50\) mol/L with diffusion coefficient \(D=5\times10^{-6}\) cm²/s, a conductivity \(\kappa=0.30\) S/cm, and 298 K.

**Answer.** A double-layer capacitance of some tens of µF/cm² is a usual order of magnitude for a smooth metal in a concentrated electrolyte, and 29 µF/cm² falls in that range. The resistance \(r_{ct}\) varies widely with bath, additives and potential. For irreversible deposition with a current proportional to \(C\,e^{-\beta nFE/RT}\), it is \(RT/(\beta nF|i|)\). With \(n=2\) and \(\beta=0.5\), 50 Ω cm² then belongs to only about 0.5 mA/cm². At some tens of mA/cm², \(r_{ct}\) would be of the order of 1 Ω cm², and the choice of formula would begin to matter: with \(r_{ct}=1\ \Omega\,\text{cm}^2\) and the other fitted values unchanged, the blocking formula gives 11 % more than the full one. Two assumptions need a size.

*Diffusion.* The fitted circuit leaves it out. In still solution the concentration amplitude obeys \(i\omega\,\delta C=D\,\delta C''\), with the decaying solution \(\delta C=\delta C_0\,e^{-x\sqrt{i\omega/D}}\). The flux leaving the surface is \(-D\,\delta C'(0)=\sqrt{i\omega D}\,\delta C_0\), and the current density is \(nF\) times this. The linearized Nernst equation gives the potential \(\delta E=(RT/nF)\,\delta C_0/C\). Their ratio is

\[
z_d=\frac{RT}{n^2F^2C\sqrt{i\omega D}} .
\]

At 0.1 Hz its magnitude is 0.075 Ω cm², or 0.15 % of \(r_{ct}\), and it falls as \(\omega^{-1/2}\). It is negligible here. The estimate assumes no steady current. During irreversible plating, \(C\) must be the concentration at the surface, and \(z_d\) is larger by the factor \(1/\beta\). With the \(r_{ct}\) given above, its share is then \(|z_d|/r_{ct}=|i|/(nFC\sqrt{\omega D})\), which grows with the current. At 0.1 Hz and 20 mA/cm² it is already 12 % with the bulk concentration, and more with the lower concentration at the surface. This holds for a diffusion layer thicker than \(\sqrt{D/\omega}\approx28\) µm; a stirred layer of 10 µm lowers the share to about 4 %. Diffusion can therefore be left out at 0.5 mA/cm², but not in general at tens of mA/cm².

*Independent current paths.* This is the weaker assumption. A uniform electrolyte column with \(r_s=1.50\ \Omega\,\text{cm}^2\) has the length \(\kappa r_s=4.5\) mm. Patches much narrower than this exchange current sideways in the solution. In the limit of complete sharing, all patches see the same solution potential, and their interfacial admittances add before \(r_s\) is reached:

\[
\int G\left(\frac1{r_{ct}}+i\omega c\right)ds=\frac1{r_{ct}}+i\omega\bar c .
\]

This is an ordinary capacitor \(\bar c\) with \(\alpha=1\). For the electrode of (f), the extracted value would move from 30.4 to 36.1 µF/cm², by +19 %, and the CPE behaviour would vanish. At high frequency this limit requires patches narrow compared with \(\kappa/(\omega\bar c)\), which is 0.13 mm at 100 kHz. Wider patches can still show some frequency dispersion there.

A bounded spread of capacitance, such as that of (f), on the micrometre scale of fine grains or roughness therefore cannot by itself explain a measured \(\alpha=0.90\) in such a cell. With patches that narrow, only tails reaching well beyond a thousand times the median, far above any double-layer capacitance, would keep \(\alpha\) near 0.90, so some other process must contribute. The number \(c_B=1/(\omega_0r_p)\) remains well defined by the spectrum and independent of units, but its reading as a median patch capacitance then has to be justified separately. The numerical output lists the main values used above.

## Calculated quantities

```
ohmic resistance r_s = 1.50 ohm cm2
charge-transfer resistance r_ct = 50.0 ohm cm2
CPE prefactor q = 80.0 uS s^alpha/cm2
CPE exponent alpha = 0.90
frequency window = 0.1 to 100000 Hz
parallel resistance r_p = 1.4563 ohm cm2
q*r_p = 1.1650e-04 s^alpha
characteristic time tau0 = 42.59 us
characteristic frequency = 3737 Hz
Brug capacitance c_B = 29.24 uF/cm2
ratio q/c_B (numbers, SI second) = 2.736
error of q read as capacitance = +173.6 %
q read as capacitance, ms fit = 40.09 uF/cm2
its error against c_B = +37.1 %
Brug value from ms fit = 29.24 uF/cm2
blocking-limit capacitance = 29.34 uF/cm2
film-formula capacitance = 43.32 uF/cm2
film/Brug ratio = 1.481
prefactor error at same tau0, alpha 0.98 = +22.3 %
prefactor error at same tau0, alpha 0.95 = +65.4 %
prefactor error at same tau0, alpha 0.90 = +173.6 %
prefactor error at same tau0, alpha 0.85 = +352.5 %
prefactor error at same tau0, alpha 0.80 = +648.4 %
spread cut at factor 10: area kept = 96.88 %, mean/median = 1.236
spread cut at factor 100: area kept = 99.65 %, mean/median = 1.558
spread cut at factor 1000: area kept = 99.96 %, mean/median = 1.963
synthetic electrode: true mean = 36.14 uF/cm2
synthetic fit: r_s = 1.5204 ohm cm2
synthetic fit: r_ct = 50.547 ohm cm2
synthetic fit: q = 51.06 uS s^alpha/cm2
synthetic fit: alpha = 0.9481
synthetic fit: rms relative misfit = 2.24 %
synthetic fit: Brug value = 30.35 uF/cm2
synthetic fit: Brug error = -16.0 %
synthetic fit: prefactor error = +41.3 %
bath temperature = 298.15 K, electrons = 2
ion concentration = 0.50 mol/L
ion diffusion coefficient = 5.0e-06 cm2/s
diffusion impedance at 0.1 Hz = 0.0751 ohm cm2
its share of r_ct = 0.15 %
bath conductivity = 0.30 S/cm
electrolyte path length kappa*r_s = 4.5 mm
largest patch-sum deviation = 7.0e-16
largest film-sum deviation = 6.7e-16
largest peak-method deviation = 1.5e-08
```
